Variational donor binding in a Keldysh-screened monolayer and its dielectric environment

A donor in a semiconducting monolayer supplies a carrier to the channel only if its electron can leave it. In a bulk crystal the host screens the donor charge throughout the space around it. In a monolayer the field also spreads outside the material, through whatever lies above and below, so a substrate or a capping layer changes the binding energy without touching the donor. Part of the screening, however, still comes from the layer itself, and that part limits what the surroundings can do. How much binding is lost when a given dielectric is brought up to the layer?

Take the monolayer as a polarizable sheet at z = 0, with dielectric constant ε₁ above and ε₂ below. A donor of charge +1 sits in the sheet, and its electron moves in one isotropic parabolic valley of effective mass m. Atomic units are used in the algebra, with m in electron masses. The binding energy E_b is positive and is measured from the band edge in the same environment; the shift of the edge itself is a separate question. The short-range difference between the donor and the atom it replaces is neglected.

For in-plane wavevector q the potential outside the sheet decays as φ exp(−q|z|). The jump in the normal displacement field is 4π times the sheet charge, which gives

q(ε₁ + ε₂)φ = 4π(1 + σ_ind).

The in-plane field polarizes the sheet by P = −α∇φ, where α is the sheet polarizability. The induced charge is −∇·P = α∇²φ, so σ_ind = −αq²φ. With κ = (ε₁ + ε₂)/2 and r₀ = 2πα, collecting the terms in φ gives φ(2κq + 2r₀q²) = 4π. The electron has charge −1, and its potential energy is therefore

V(q) = −2π/[q(κ + r₀q)].   (1)

This is the Keldysh interaction. The surroundings enter through κ, the sheet through r₀. At distances well beyond r₀/κ the surroundings dominate; at shorter distances the sheet does. A numerical solution of Poisson's equation for a very thin slab of large dielectric constant agrees with (1) within 0.1 percent, for equal and for unequal half-spaces.

In real space, the angular integration over q leaves

V(r) = −∫₀^∞ dq J₀(qr)/(κ + r₀q),

where J₀ is the Bessel function. Write 1/(κ + r₀q) = ∫₀^∞ ds exp[−(κ + r₀q)s] and use ∫₀^∞ dq J₀(qr) exp(−pq) = 1/√(r² + p²) with p = r₀s:

V(r) = −∫₀^∞ ds exp(−κs)/√(r² + r₀²s²).   (2)

The same function can be written with the Struve function H₀ and the Bessel function Y₀ as −(π/2r₀)[H₀(κr/r₀) − Y₀(κr/r₀)], a form convenient for numerical work.

Three properties follow from (2). First, the square root is at least r, so V(r) ≥ −1/(κr): the sheet weakens the attraction below that of the surroundings alone. Second, differentiation with respect to κ gives

κ ∂V/∂κ = κ∫₀^∞ ds s exp(−κs)/√(r² + r₀²s²).

The integrand is positive, and for r > 0 the factor s/√(r² + r₀²s²) is smaller than 1/r₀. Since κ∫₀^∞ ds exp(−κs) = 1,

0 < κ ∂V/∂κ < 1/r₀.   (3)

Third, the substitution s = ur/r₀ turns (2) into

V(r) = −(1/r₀)∫₀^∞ du exp(−xu)/√(1 + u²),  x = κr/r₀,   (4)

so κ and r enter only through their product. For small x, integrate by parts and set w = xu. The integral becomes ∫₀^∞ dw exp(−w) arcsinh(w/x), which tends to ∫₀^∞ dw exp(−w) ln(2w/x) = ln(2/x) − γ, with γ Euler's constant. Near the donor, then,

V(r) ≈ [ln(κr/2r₀) + γ]/r₀.

Here a change of κ adds a constant to the potential. Relative to κ = 1 it lifts the inner, logarithmic part of the well by (ln κ)/r₀ and leaves its shape alone.

For the bound electron take the normalized trial function

ψ(r) = √(2/π) (1/a) exp(−r/a),

with the radius a to be varied. Since |∇ψ|² = ψ²/a², the kinetic energy is T = 1/(2ma²). The potential energy requires the Fourier transform of the density,

F(q) = (4/a²)∫₀^∞ dr r exp(−2r/a) J₀(qr).

Differentiating ∫₀^∞ dr exp(−pr)J₀(qr) = (p² + q²)^(−1/2) with respect to p gives ∫₀^∞ dr r exp(−pr)J₀(qr) = p/(p² + q²)^(3/2). With p = 2/a this yields F(q) = [1 + (qa/2)²]^(−3/2). The mean potential energy is −∫₀^∞ dq F(q)/(κ + r₀q). Put q = 2t/a and define b = κa/(2r₀). Then dq = 2dt/a and κ + r₀q = (2r₀/a)(t + b), so

⟨V⟩ = −J(b)/r₀,  J(b) = ∫₀^∞ dt (1 + t²)^(−3/2)/(t + b).   (5)

The integral is elementary. Because (1 + t²) + (b − t)(b + t) = 1 + b²,

1/[(t + b)(1 + t²)] = [1/(t + b) + (b − t)/(1 + t²)]/(1 + b²).

Dividing by √(1 + t²) and integrating leaves two parts. In the second, ∫₀^∞ dt (1 + t²)^(−3/2) and ∫₀^∞ dt t(1 + t²)^(−3/2) both equal 1, so it contributes b − 1. The first is L = ∫₀^∞ dt/[(t + b)√(1 + t²)]. With y = 1/(t + b) it becomes

L = ∫₀^(1/b) dy/√[(1 + b²)y² − 2by + 1].

The quantity under the root is {[(1 + b²)y − b]² + 1}/(1 + b²), so an antiderivative is arcsinh[(1 + b²)y − b]/√(1 + b²). Its argument runs from −b to 1/b, and

L(b) = [arcsinh(1/b) + arcsinh(b)]/√(1 + b²),

J(b) = [L(b) + b − 1]/(1 + b²).   (6)

The minimization also needs G = −dJ/db. Differentiating L√(1 + b²) and then J(1 + b²) gives

dL/db = [(b − 1)/b − bL]/(1 + b²),

G(b) = [2bJ − 1 − dL/db]/(1 + b²).

The energy to be minimized is E(a) = 1/(2ma²) − J(b)/r₀. Since db/da = κ/(2r₀),

dE/da = −1/(ma³) + κG/(2r₀²).

Substituting a = 2r₀b/κ in a³ dE/da = 0 gives

b³G(b) = κ²/(4mr₀).   (7)

This equation has one root. From (5), G = ∫₀^∞ dt (1 + t²)^(−3/2)/(t + b)², and b³/(t + b)² = b[b/(t + b)]² rises with b at every t. Its value is at most b, so b³G vanishes as b → 0; for large b it grows as b. The slope dE/da is negative below the root and positive above it, so the root is the minimum. At that point

T = κ²/(8mr₀²b²) = bG/(2r₀),

where (7) was used to replace κ². The binding energy is E_b = J/r₀ − T, or

E_b = [J(b) − bG(b)/2]/r₀.   (8)

Because b/(t + b) < 1, bG is smaller than J, and (8) is positive for any finite κ and r₀: within this model the donor always binds. Direct minimization of the energy, with the potential averaged in real space, reproduces (8) in all four environments considered below.

The effect of the surroundings can now be found without differentiating (8). By (4), V depends on κr alone once r₀ is fixed, hence κ ∂V/∂κ = r ∂V/∂r. For the exact ground state of the model, the Hellmann–Feynman theorem gives dE/d ln κ = ⟨κ ∂V/∂κ⟩. The same state is stationary under the stretching ψ(r) → λψ(λr), for which the energy is λ²T + ⟨V(r/λ)⟩. Setting the derivative at λ = 1 to zero yields 2T = ⟨r ∂V/∂r⟩. Since E_b = −E,

dE_b/d ln κ = −2T.   (9)

The trial function obeys (9) with its own T. Stretching it only changes a, and at the optimal a the change of radius with κ does not alter the energy to first order.

Averaging (3) over the density shows that 0 < 2T < 1/r₀. Integration of (9) over ln κ from κ₁ to κ₂ > κ₁ then gives

0 < E_b(κ₁) − E_b(κ₂) < ln(κ₂/κ₁)/r₀.   (10)

This holds for the variational energy and for the exact energy of the model. The upper limit is the rigid lift of the logarithmic well found above. The electron loses less than that because it also spends time farther out, where the potential rises by a smaller amount.

Two limits show how (8) behaves. If mr₀ is much larger than κ², the root b is small. Then arcsinh(1/b) ≈ ln(2/b) and arcsinh(b) ≈ b, so

J ≈ ln(2/b) − 1 + 2b,  G ≈ 1/b − 2,

with corrections to J of order b² ln b. At leading order (7) reads b² = κ²/(4mr₀), which means a = √(r₀/m): the radius does not depend on the surroundings. The kinetic energy is 1/(2r₀). The term 2b in J can be evaluated at the leading radius, since the energy is stationary there. As 2/b = 4√(mr₀)/κ, the result is

E_b ≈ [ln(4√(mr₀)/κ) − 3/2 + κ/√(mr₀)]/r₀.   (11)

The surroundings reduce the binding logarithmically, at a rate close to the bound (10).

If instead mr₀ is much smaller than κ², b is large. Expanding 1/(t + b) ≈ 1/b − t/b² in (5) gives J ≈ 1/b − 1/b², and the energy is

E(a) ≈ 1/(2ma²) − 2/(κa) + 4r₀/(κ²a²).

The first two terms are smallest at a = κ/(2m), where they give −2m/κ². The last term, evaluated at that radius, lowers the binding:

E_b ≈ 2m/κ² − 16m²r₀/κ⁴.   (12)

This is the hydrogenic regime, in which doubling κ divides the binding energy by four. For r₀ = 0 the trial function is the exact ground state: it has no node, and it satisfies the Schrödinger equation with potential −1/(κr) when a = κ/(2m). Together with V ≥ −1/(κr), this makes 2m/κ² an upper bound on the true binding energy of the model for any r₀.

For an example take the round parameters m = 0.5 and r₀ = 40 Å, which stand for no particular material. The energy scale is 1/r₀ = 0.360 eV, and mr₀ = 37.79 in atomic units, so √(mr₀) = 6.15. With vacuum on both sides, κ = 1 and the right side of (7) is 1/(4 × 37.79) = 0.0066. The root is b = 0.0871, and a = 2r₀b/κ = 80 Å × 0.0871 = 6.97 Å. At this b, (6) gives J = 2.280, while bG = 0.871. Equation (8) becomes

E_b = 0.360 eV × (2.280 − 0.436) = 0.664 eV,

or 0.0244 hartree. The logarithmic formula (11) gives 0.360 eV × (3.202 − 1.5 + 0.163) = 0.671 eV, about 1 percent higher.

Now place a medium of dielectric constant 2 on one side, so that κ = 1.5. The variational binding energy falls to 0.540 eV. With a medium of constant 4 on one side, κ = 2.5 and E_b = 0.397 eV. With that medium on both sides, κ = 4 and E_b = 0.282 eV. Full encapsulation thus removes

0.664 eV − 0.282 eV = 0.382 eV,

or 58 percent of the free-standing value. The upper bound (10) on this loss is 0.360 eV × ln 4 = 0.499 eV. Hydrogenic scaling from the free-standing value would leave a fraction 1/κ² = 0.063; the layer retains 0.42. The orbit expands only from 6.97 to 8.21 Å, whereas the hydrogenic radius κ/(2m) would grow fourfold.

Equation (9) gives the local sensitivity. The variational 2T is 0.314 eV at κ = 1 and 0.226 eV at κ = 4. A 10 percent increase of κ, for which ln 1.1 = 0.095, therefore costs about 0.030 eV in the free-standing layer and about 0.021 eV in the encapsulated one, where the product 0.226 eV × 0.095 slightly overstates the loss because 2T falls across the step. The falling rate shows the departure from the pure logarithm. At κ = 4 the expansion parameter κ/√(mr₀) is 0.65, and (11) gives 0.348 eV, 23 percent above the variational value. The full expression (8) is needed there.

The trial function has an error of its own, which can be measured by solving the radial Schrödinger equation for the same potential on a grid. The grid gives 0.677 eV at κ = 1 and 0.289 eV at κ = 4. Relative to these, the variational energies are too small by 1.98 and 2.35 percent. The deficit has the same sign in every environment, so part of it cancels in the difference: the grid reduction is 0.389 eV against the variational 0.382 eV. The relative deficit grows slightly over this range, but it must eventually fall as κ increases further, because the trial function becomes exact in the hydrogenic limit. The grid energies also satisfy (9) within 0.2 percent. They test the trial function, not the physics left out of the model.

One omission concerns r₀, which was held fixed while the surroundings changed. To see when this is justified, replace the sheet by a slab of thickness h and dielectric constant ε, with the same medium ε_s on both sides and the charge in the midplane. Inside the slab the potential is A cosh(qz) − B sinh(q|z|), where B = 2π/(εq) is fixed by the charge. Outside it decays as exp(−q|z|), so continuity at z = h/2 requires ε∂φ/∂z = −ε_s qφ. With θ = qh/2 this gives

A = (2π/εq)(ε cosh θ + ε_s sinh θ)/(ε sinh θ + ε_s cosh θ).

For small θ, expansion to first order yields

2π/(qA) ≈ (ε_s + εθ)(1 − ε_sθ/ε) ≈ ε_s + (qh/2)(ε − ε_s²/ε).

Comparison with (1) identifies κ = ε_s and

r₀ = (h/2)(ε − ε_s²/ε).

The surroundings shorten r₀ by a relative amount (ε_s/ε)² compared with the bare product εh/2. For ε_s = ε/3 this is 11 percent; when ε_s approaches ε, r₀ vanishes, because the layer then screens no more than the medium it displaces. By (2) a smaller r₀ deepens the well, so this correction, taken alone, offsets part of the reduction calculated at fixed r₀. The expansion also requires the orbit to be wide compared with h. Otherwise the terms of higher order in qh matter as well. For an electron confined to the midplane, as the expression for A assumes, they deepen the well further, and when they do so more in the free-standing layer than in the encapsulated one, they cancel part of this offset in the reduction. An orbit of 7 to 8 Å is not wide compared with a layer several ångströms thick. In such a layer the finite thickness can change the binding energies by ten percent or more for an electron in the midplane, and by less when the electron is spread across the thickness, so the values above are estimates from the sheet model rather than predictions to the digits shown.

A second omission is the distance to the dielectric, which (1) places in contact with the sheet. If a vacuum gap d separates the sheet from a medium ε_s on each side, matching the fields across the gap replaces κ by (ε_s + tanh qd)/(1 + ε_s tanh qd), which equals ε_s at small q and falls toward 1 when qd is large. The medium then screens less at the scale of the orbit, and the loss of binding is smaller than calculated above: for ε_s = 4, gaps of 1 to 3 Å lower it from 0.39 eV to between 0.34 and 0.28 eV.

A further condition concerns time. Equation (1) uses static dielectric constants, which assumes that the surroundings follow the electron as it moves. The frequency of the electron's internal motion is set, in atomic units, by the spacing between its lowest levels, which is a fraction of E_b. If much of ε₁ or ε₂ comes from ions that respond more slowly than this, they cannot follow the electron, and the static κ is no longer the right input. Replacing it by the electronic value omits the slow response altogether, so a polar environment calls for a treatment that includes the ionic motion explicitly.

The numerical output lists the radii and energies for all four environments, and the upper bound on the reduction for the three with κ > 1.

Numbers as computed

```
effective mass = 0.50 electron masses
screening length r0 = 40.0 angstrom
m r0 in atomic units = 37.79
energy unit 1/r0 = 0.3600 eV
log-limit radius sqrt(r0/m) = 6.506 angstrom
-- eps top 1, bottom 1: kappa = 1.00
b = 0.0871, radius a = 6.972 angstrom
E_b variational = 0.6640 eV
E_b radial grid = 0.6774 eV
trial-function deficit = 1.98 percent
2T variational = 0.3136 eV
2T radial grid = 0.3171 eV
log-law estimate = 0.6714 eV
-- eps top 1, bottom 2: kappa = 1.50
b = 0.1347, radius a = 7.186 angstrom
E_b variational = 0.5404 eV
E_b radial grid = 0.5522 eV
trial-function deficit = 2.14 percent
2T variational = 0.2951 eV
2T radial grid = 0.2994 eV
log-law estimate = 0.5547 eV
reduction variational = 0.1236 eV
reduction radial grid = 0.1252 eV
upper bound on reduction = 0.1460 eV
retained: variational 0.8139, 1/kappa^2 0.4444
-- eps top 1, bottom 4: kappa = 2.50
b = 0.2376, radius a = 7.603 angstrom
E_b variational = 0.3973 eV
E_b radial grid = 0.4066 eV
trial-function deficit = 2.30 percent
2T variational = 0.2636 eV
2T radial grid = 0.2689 eV
log-law estimate = 0.4294 eV
reduction variational = 0.2667 eV
reduction radial grid = 0.2707 eV
upper bound on reduction = 0.3299 eV
retained: variational 0.5983, 1/kappa^2 0.1600
-- eps top 4, bottom 4: kappa = 4.00
b = 0.4106, radius a = 8.212 angstrom
E_b variational = 0.2819 eV
E_b radial grid = 0.2887 eV
trial-function deficit = 2.35 percent
2T variational = 0.2260 eV
2T radial grid = 0.2316 eV
log-law estimate = 0.3480 eV
reduction variational = 0.3821 eV
reduction radial grid = 0.3887 eV
upper bound on reduction = 0.4991 eV
retained: variational 0.4245, 1/kappa^2 0.0625
```
